# Charge response in gradients of electronegativity-equalisation and D4-type energies

## What symmetry and dimensions require

Let the energies depend on nuclear positions $\mathbf r_i$ through the distances $R_{ij}=|\mathbf r_i-\mathbf r_j|$. The chain rule then gives every gradient the form

$$\frac{\partial}{\partial\mathbf r_i}=\sum_{j\ne i}w_{ij}\,\frac{\mathbf r_i-\mathbf r_j}{R_{ij}},\qquad w_{ij}=w_{ji}, \tag{1}$$

where $w_{ij}$, the derivative with respect to $R_{ij}$, is an energy per length.

Now let a term $F(q,R)$ also depend on atomic charges $q_ie$, with dimensionless $q_i$ that follow the geometry. Its charge response is linear in $F_{q,i}=\partial F/\partial q_i$, an energy. Moving a nucleus along a coordinate $x$ disturbs the balance of the charges by a vector $g_x$, an energy per length. A linear charge model turns this into $\partial_xq=-Pg_x$, where $P$ must be an inverse energy. The response is therefore

$$F_q^T\partial_xq=-F_q^TPg_x .$$

Adding $c\sum_iq_i$ to $F$ adds a constant when the total charge is fixed, so a uniform shift of $F_q$ cannot matter: $P^T\mathbf 1=0$, where $\mathbf 1$ is the vector of ones. The product $z=P^TF_q$ is dimensionless and does not depend on $x$. One vector $z$ thus serves all $3N$ coordinates of $N$ atoms.

The setting discussed here decides whether this response is included or the charges are frozen when forces are computed. It does not change the energy.

## The charge model

Electronegativity equalisation (EEQ) minimises

$$E(q,R)=b^Tq+\tfrac12q^TAq,\qquad \sum_iq_i=Q. \tag{2}$$

With $K=e^2/(4\pi\varepsilon_0)$, both $b$ and $A$ are energies. The linear coefficient is an electronegativity that depends on the coordination number:

$$b_i=\chi_i-\kappa_i\sqrt{n_i},\qquad n_i=\sum_{j\ne i}c_{ij},\qquad c_{ij}=\tfrac12\operatorname{erfc}\!\left[k_n\!\left(\frac{R_{ij}}{R^c_{ij}}-1\right)\right].$$

Here $R^c_{ij}$ is a sum of covalent radii and $k_n$ sets the steepness of the count. All parameters, and $Q$, are held fixed during differentiation.

Each charge is a Gaussian density $e^{-r^2/a_i^2}/(\pi^{3/2}a_i^3)$, with Fourier transform $e^{-k^2a_i^2/4}$. The Coulomb kernel $1/r$ transforms to $4\pi/k^2$. With $\gamma_{ij}=(a_i^2+a_j^2)^{-1/2}$, integration over the directions of $\mathbf k$ gives for two unit charges

$$A_{ij}=\frac{2K}{\pi R}\int_0^\infty\frac{\sin kR}{k}\,e^{-k^2/4\gamma^2}dk .$$

The derivative of the integral with respect to $R$ is $\int_0^\infty\cos(kR)\,e^{-k^2/4\gamma^2}dk=\sqrt\pi\,\gamma e^{-\gamma^2R^2}$. The integral vanishes at $R=0$, so it equals $(\pi/2)\operatorname{erf}(\gamma R)$. Hence

$$A_{ij}=K\frac{\operatorname{erf}(\gamma_{ij}R_{ij})}{R_{ij}}\ (i\ne j),\qquad A_{ii}=J_i+\frac{2K\gamma_{ii}}{\sqrt\pi}. \tag{3}$$

The second term of $A_{ii}$ is the limit $R\to0$ of the same kernel, and $J_i$ is an added hardness. The factor ½ in (2) makes the self-energy ½$q_i^2A_{ii}$ and counts each pair once.

For any real vector $v$, the Fourier form gives

$$v^TAv=\sum_iJ_iv_i^2+\frac{K}{2\pi^2}\int\frac{d^3k}{k^2}\Big|\sum_iv_ie^{-k^2a_i^2/4}e^{i\mathbf k\cdot\mathbf r_i}\Big|^2 .$$

The integral is not negative. Positive hardnesses therefore make $A$ positive definite at every geometry. This condition is sufficient, not necessary, and fitted parameter sets need not meet it: the hydrogen hardness in the D4 charge model is negative. For two identical atoms the curvature $A_{11}+A_{22}-2A_{12}$ tends to $2J$ as $R\to0$, so a negative $J$ makes it negative at short enough distance, even if it is positive at bonding distances. With such parameters, definiteness has to be checked at the geometry in hand.

This protection is lost if the off-diagonal kernel is replaced by $K/R$ while the diagonal is kept. For two atoms, moving charge from one to the other has curvature $A_{11}+A_{22}-2A_{12}$. For two M atoms of the example below ($a=0.05$ nm, $J=2$ aJ) at 0.03 nm, the calculation gives 4.42 aJ with Gaussian charges and −4.02 aJ with point charges. In the second case $E$ has no lower bound along this direction. A linear solver may still return charges, but they are not a minimum.

## The bordered system

Make $E+\lambda(\sum_iq_i-Q)$ stationary. The derivative with respect to $q$ gives $Aq+b+\lambda\mathbf 1=0$, and that with respect to $\lambda$ returns the constraint:

$$M\begin{pmatrix}q\\\lambda\end{pmatrix}=\begin{pmatrix}-b\\Q\end{pmatrix},\qquad M=\begin{pmatrix}A&\mathbf 1\\\mathbf 1^T&0\end{pmatrix}. \tag{4}$$

All derivatives $\partial E/\partial q_i$ equal $-\lambda$, which is the equalised electronegativity.

The matrix is nonsingular whenever $A$ is positive definite on vectors of zero sum. If $M(v,\mu)^T=0$, the last row gives $\mathbf 1^Tv=0$. Multiplying the first rows by $v^T$ then gives $v^TAv=0$, so $v=0$ and then $\mu=0$. The solution is the minimum, because for any $v$ of zero sum

$$E(q+v)-E(q)=(Aq+b)^Tv+\tfrac12v^TAv=-\lambda\mathbf 1^Tv+\tfrac12v^TAv=\tfrac12v^TAv. \tag{5}$$

For positive definite $A$, eliminating the first block leaves $-s$ with $s=\mathbf 1^TA^{-1}\mathbf 1>0$. By Sylvester's law of inertia, $M$ has $N$ positive eigenvalues and one negative. A Cholesky factorisation of $M$ therefore fails, and a symmetric indefinite one is suitable. Alternatively, factorise $A$ by Cholesky. Inserting $q=-A^{-1}(b+\lambda\mathbf 1)$ into the constraint gives

$$\lambda=-\frac{Q+\mathbf 1^TA^{-1}b}{s}.$$

Two atoms with $Q=0$ show what the model does and where it fails. Subtracting their two stationarity conditions gives

$$q_1=-q_2=\frac{b_2-b_1}{A_{11}+A_{22}-2A_{12}} .$$

The atom with the larger $b$ becomes negative. As $R\to\infty$, $A_{12}$ vanishes but $q_1$ does not if $b_1\ne b_2$. The model leaves fractional charges on separated neutral atoms, and a correct gradient does not repair this.

## Why the EEQ energy needs no charge derivatives

Along a nuclear coordinate $x$, with $\partial_x$ on $A$ and $b$ denoting their derivatives,

$$\frac{dE}{dx}=q^T\partial_xb+\tfrac12q^T(\partial_xA)q+(Aq+b)^T\frac{dq}{dx}.$$

The last term is $-\lambda\,\mathbf 1^Tdq/dx=-\lambda\,dQ/dx=0$. The individual charges do change, but their changes cancel in the energy to first order:

$$\frac{dE}{dx}=q^T\partial_xb+\tfrac12q^T(\partial_xA)q. \tag{6}$$

If $Q$ is varied at fixed geometry instead, the same term gives $dE/dQ=-\lambda$.

The cancellation belongs to the function that was minimised. If $F$ were included in the minimisation, the sum $E+F$ would be stationary and would need no response either, but the charges and the energy would in general be different. The response treated below is for an $F$ evaluated afterwards with the EEQ charges.

## One adjoint solve for the other terms

Differentiate (4), allowing for a change of $Q$:

$$M\begin{pmatrix}dq\\d\lambda\end{pmatrix}=\begin{pmatrix}-g\\dQ\end{pmatrix},\qquad g=(dA)q+db. \tag{7}$$

The forward route solves this for each of the $3N$ coordinates. The adjoint route solves once

$$M\begin{pmatrix}z\\\nu\end{pmatrix}=\begin{pmatrix}F_q\\0\end{pmatrix}. \tag{8}$$

Since $M$ is symmetric,

$$F_q^Tdq=\begin{pmatrix}F_q\\0\end{pmatrix}^{\!T}\!\begin{pmatrix}dq\\d\lambda\end{pmatrix}
=\begin{pmatrix}z\\\nu\end{pmatrix}^{\!T}\!M\begin{pmatrix}dq\\d\lambda\end{pmatrix}=-z^Tg+\nu\,dQ .$$

Therefore, with $\partial F|_q$ the change of $F$ at frozen charges,

$$dF=\partial F|_q-z^T[(dA)q+db]+\nu\,dQ. \tag{9}$$

At fixed $Q$ the last term is absent; at fixed geometry $dF/dQ=\nu$. The last row of (8) gives $\sum_iz_i=0$. The first rows give $z=A^{-1}(F_q-\nu\mathbf 1)$ with $\nu=\mathbf 1^TA^{-1}F_q/s$, so the matrix sought at the start is

$$P=A^{-1}-\frac{A^{-1}\mathbf 1\mathbf 1^TA^{-1}}{s}.$$

It is symmetric, and $P\mathbf 1=0$ as required.

With dense matrices the factorisation costs $O(N^3)$ and is already available from the charges. The adjoint solve adds $O(N^2)$, while $3N$ forward solves add $O(N^3)$. If several terms use the same charges, their vectors $F_q$ are added before the single solve, because (8) is linear.

## From vectors to forces

The diagonal of $A$ does not depend on geometry. For $i\ne j$, with a prime denoting $d/dR_{ij}$,

$$A'_{ij}=K\left[\frac{2\gamma_{ij}}{\sqrt\pi}\frac{e^{-\gamma_{ij}^2R_{ij}^2}}{R_{ij}}-\frac{\operatorname{erf}(\gamma_{ij}R_{ij})}{R_{ij}^2}\right],\qquad
c'_{ij}=-\frac{k_n}{\sqrt\pi R^c_{ij}}e^{-k_n^2(R_{ij}/R^c_{ij}-1)^2}.$$

Let $b'_i=db_i/dn_i=-\kappa_i/(2\sqrt{n_i})$. A change of $R_{ij}$ alters both $n_i$ and $n_j$ by $c'_{ij}dR_{ij}$. Equation (6) then supplies the weight for (1)

$$w^E_{ij}=q_iq_jA'_{ij}+(q_ib'_i+q_jb'_j)c'_{ij}.$$

The ½ has gone because $ij$ and $ji$ both occur in the double sum. In $z^T(dA)q$ these two entries have different factors, so the response weight is

$$w^{\rm resp}_{ij}=-(z_iq_j+z_jq_i)A'_{ij}-(z_ib'_i+z_jb'_j)c'_{ij}. \tag{10}$$

Assembly takes $O(N^2)$ operations. The formula for $b'_i$ requires $n_i>0$. For an atom with one receding neighbour, $c'/\sqrt c$ tends to zero, since $c'$ falls like $e^{-y^2}$ and $\sqrt c$ like $e^{-y^2/2}$ up to powers of $y=k_n(R/R^c-1)$. In floating-point arithmetic $c$ can underflow to zero while $c'$ does not, which makes the quotient infinite, and when both underflow it is 0/0; whenever $n_i$ evaluates to zero, the contribution should be set to its limit, zero.

## The D4 two-body structure

A D4-type pair energy has the form

$$F=-\sum_{i<j}C_{ij}f_{ij},\qquad C_{ij}=\sum_{ab}G_i^aG_j^bC_{ij}^{ab},\qquad G_i^a=W_i^a\zeta_i^a .$$

The labels $a,b$ run over reference states of each atom. With $\rho_{ij}$ the fixed ratio of the $R^{-8}$ to the $R^{-6}$ coefficient and $R^0_{ij}$ a damping radius,

$$f_{ij}=\frac1{R_{ij}^6+(R^0_{ij})^6}+\frac{\rho_{ij}}{R_{ij}^8+(R^0_{ij})^8}.$$

The weights and charge scalings used here are

$$W_i^a=\frac{e^{-\sigma(n_i-n^a)^2}}{\sum_be^{-\sigma(n_i-n^b)^2}},\qquad
\zeta_i^a=\exp\{\beta[1-e^{h_i(1-y_i^a/y_i)}]\},$$

where $y_i=Z_i+q_i>0$, $y_i^a=Z_i+q_i^a$, $Z_i$ is an effective nuclear charge and $q_i^a$ the charge of the reference. At $q_i=q_i^a$ the scaling is 1. For positive $\beta$, $h_i$ and $y_i^a$ it decreases as the atom loses electrons:

$$\frac{d\zeta_i^a}{dq_i}=-\beta h_i\frac{y_i^a}{y_i^2}e^{h_i(1-y_i^a/y_i)}\zeta_i^a .$$

Atom $i$ occurs once in each of its pairs, so $H_i^a=\partial F/\partial G_i^a=-\sum_{j\ne i}\sum_bG_j^bC_{ij}^{ab}f_{ij}$, and

$$F_{q,i}=\sum_aH_i^aW_i^a\frac{d\zeta_i^a}{dq_i},\qquad
F_{n,i}=\sum_aH_i^a\zeta_i^a\frac{dW_i^a}{dn_i}. \tag{11}$$

Differentiating the logarithm of $W_i^a$ gives $dW_i^a/dn_i=W_i^a(u_i^a-\sum_bW_i^bu_i^b)$ with $u_i^a=-2\sigma(n_i-n^a)$. The weight at frozen charges is

$$w^{\rm expl}_{ij}=-C_{ij}f'_{ij}+(F_{n,i}+F_{n,j})c'_{ij},$$

$$f'_{ij}=-\frac{6R_{ij}^5}{[R_{ij}^6+(R^0_{ij})^6]^2}-\frac{8\rho_{ij}R_{ij}^7}{[R_{ij}^8+(R^0_{ij})^8]^2}.$$

The coordination number is an explicit function of distance and needs no linear solve. Freezing the charges does not justify freezing $n_i$.

## A five-atom example

The cluster has two P and three M model atoms with round parameters; it represents no material. Its dispersion model has two references per atom, each with a single-oscillator polarisability. It omits the fitted reference data and the three-body term of D4. It also uses one coordination number for both $b_i$ and $W_i^a$, whereas D4 defines the two separately, so that (10) and $w^{\rm expl}_{ij}$ each need their own $c'_{ij}$ there. The total charge is zero. The numerical check sets the parameters and checks both gradients against finite differences.

| Atom | $b$ / aJ | $q$ | $F_q$ / aJ | $z$ |
|---|---|---|---|---|
| 1 P | 0.3572 | 0.31355 | 0.019577 | 0.001283 |
| 2 M | 1.6844 | −0.20884 | 0.013869 | −0.001046 |
| 3 M | 1.7408 | −0.21771 | 0.011890 | −0.001422 |
| 4 P | 0.3896 | 0.30427 | 0.023328 | 0.003066 |
| 5 M | 1.7442 | −0.19127 | 0.009860 | −0.001881 |

The first row of $A$ is (3.3010, 1.4157, 1.4231, 0.8780, 0.6694) aJ. For atom 1,

$$(Aq)_1+b_1=(1.0350-0.2957-0.3098+0.2672-0.1280)+0.3572=0.9259\ \text{aJ},$$

which agrees with $-\lambda=0.9258$ aJ to within the rounding of the terms. Multiplying the stationarity condition by $q^T$ gives $q^TAq=-b^Tq-\lambda Q$. For $Q=0$ the energy is therefore $E=\tfrac12b^Tq=\tfrac12(-0.8338)=-0.4169$ aJ, or −2.602 eV. The dispersion energy is $F=-0.0677$ aJ, or −0.422 eV.

The same row checks the adjoint solution:

$$(Az)_1+\nu=0.002163+0.017414=0.019577\ \text{aJ}=F_{q,1}.$$

For the gradient on atom 4 along $y$, where the response is largest,

$$\frac{dF}{dy_4}=-0.49754-0.01085=-0.50839\ \text{nN}.$$

The response is 2.1 % of this component. The EEQ energy contributes +0.38569 nN, so the sum is −0.12270 nN, whereas frozen charges give −0.11185 nN. The omission is 8.8 % of the combined component −0.12270 nN, because the EEQ and dispersion contributions have opposite signs here and partly cancel. This percentage belongs to this component and geometry. It depends on which other terms enter the total force, and it grows without limit near a stationary point, where the total force vanishes, unless the response component vanishes there too. There the effect of the omission is measured by the displacement derived below.

## Choosing the setting

For an energy at one geometry the choice has no effect. For forces, include the response whenever the charges are recomputed as the atoms move. Once the charges and $F_q$ are available, it costs one solve and a pair sum.

Freezing the charges is correct whenever $F_q^T\partial_xq=0$ for every coordinate. Three examples follow. $F$ may not depend on charge. The charges may be fixed input, so that the energy also keeps them constant. Or $F_q$ may be uniform, in which case (8) gives $z=0$ and $\nu$ equal to the common value.

In geometry optimisation, frozen-charge forces stop at a point where the true gradient is the missing response $g^{\rm resp}$. To leading order the minimum lies at a displacement $-H^{-1}g^{\rm resp}$, with $H$ the positive definite Hessian of the total energy after translations and rotations are removed. The energy there is lower by $\tfrac12(g^{\rm resp})^TH^{-1}g^{\rm resp}$. Soft modes, for which $H$ is small, suffer the largest displacement for a given missing force.

In molecular dynamics let $T$ be the kinetic energy. The forces used lack $-g^{\rm resp}$, while the energy includes the effect of moving charges. In continuous time,

$$\frac{d}{dt}(T+E+F)=\sum_x g^{\rm resp}_x\,\dot x .$$

The total energy therefore changes, and a smaller time step does not remove this.

A vanishing net force or torque does not show that the response is present. By (1) and the symmetry of (10), the response alone has neither, so frozen-charge forces pass both checks. A finite difference of $F$ with the charges solved afresh at each displaced geometry does reveal the omission.

The vector $z$, and through it the response, can be bounded from above without solving (8). Multiply $Az=F_q-\nu\mathbf 1$ by $z^T$. Since $z$ has zero sum, $\nu$ may be replaced by the mean $\bar F_q$. If $\alpha>0$ is the smallest eigenvalue of $A$, then $\alpha|z|^2\le z^TAz\le|z|\,|F_q-\bar F_q\mathbf 1|$, hence

$$|z|\le\frac{|F_q-\bar F_q\mathbf 1|}{\alpha}. \tag{12}$$

In the example $\alpha=2.268$ aJ and the spread has norm 0.0112 aJ. The bound is 0.0049; the actual norm is 0.0042. The sensitivities $F_{q,i}$ differ by more than a factor of two, but their spread is small compared with the stiffness $\alpha$ of the charge model, so $|z|$ is small. By (9) the response along $x$ is $g^{\rm resp}_x=-z^Tg_x$ with $g_x=(\partial_xA)q+\partial_xb$, so $|g^{\rm resp}_x|\le|z|\,|g_x|$, and bounding the force also requires $g_x$. Strongly unequal sensitivities or a small $\alpha$ allow a larger response.

If the charges come from an iterative solver, its tolerance should be set by $F$ and the forces. For a charge error $\delta$ of zero sum, (5) makes the error of $E$ equal to $\tfrac12\delta^TA\delta$, which is second order. The error of $F$ begins with $F_q^T\delta$, and that of (6) with $\delta^Tg_x$, where $g_x=\partial_xb+(\partial_xA)q$. Both are first order, so a converged EEQ energy alone does not establish that the forces are converged.

## Numbers as computed

```
K = e^2/(4 pi eps0) = 0.230708 aJ nm; total charge Q = 0
Atom, kind, position x y z (nm), CN, b (aJ)
1 P   0.00   0.00   0.00   1.4740   0.3572
2 M   0.16   0.00   0.01   1.1065   1.6844
3 M  -0.05   0.15   0.02   0.7463   1.7408
4 P   0.20   0.17   0.00   1.1069   0.3896
5 M   0.32   0.10   0.08   0.7272   1.7442
Matrix A (aJ), rows 1 to 5
  3.3010   1.4157   1.4231   0.8780   0.6694
  1.4157   5.6816   0.8933   1.3073   1.1463
  1.4231   0.8933   5.6816   0.9168   0.6101
  0.8780   1.3073   0.9168   3.3010   1.4157
  0.6694   1.1463   0.6101   1.4157   5.6816
A_12 by quadrature = 1.415725 aJ, by formula = 1.415725 aJ
Smallest eigenvalue of A = 2.2679 aJ
M-M pair at 0.03 nm, A11+A22-2*A12: Gaussian 4.419 aJ, point charges -4.017 aJ
Atom, charge q (e), dF/dq (aJ), adjoint z (dimensionless)
1   0.31355   0.019577   0.001283
2  -0.20884   0.013869  -0.001046
3  -0.21771   0.011890  -0.001422
4   0.30427   0.023328   0.003066
5  -0.19127   0.009860  -0.001881
lambda = -0.925849 aJ; numerical dE/dQ = 0.925849 aJ
nu = 0.017414 aJ; numerical dF/dQ = 0.017414 aJ
EEQ energy E = -0.416925 aJ = -2.6022 eV
Dispersion energy F = -0.067673 aJ = -0.4224 eV
Gradient of E (nN): atom, x, y, z
1   -0.20937   -0.11713   -0.09200
2    0.38897   -0.20606    0.13635
3   -0.14048    0.16508    0.06164
4   -0.17038    0.38569   -0.22303
5    0.13126   -0.22758    0.11704
Gradient of F (nN): atom, explicit x y z | charge response x y z
1   0.16057   0.19971   0.04910 |   0.00099   0.00036   0.00098
2  -0.23987   0.40558  -0.04981 |  -0.00269   0.00704  -0.00206
3   0.02394  -0.25704  -0.03323 |   0.00234  -0.00124  -0.00079
4   0.24116  -0.49754   0.17782 |   0.00332  -0.01085   0.00504
5  -0.18579   0.14929  -0.14387 |  -0.00396   0.00469  -0.00317
Atom 4, x: dF/dx adjoint = 0.2444772 nN, numerical = 0.2444772 nN
Largest error of dF/dR with frozen charges = 0.01085 nN
Largest deviation from finite differences, Q = 0 and 1: E 1.2e-10 nN, F 2.4e-10 nN
Response right-hand sides: forward 15, adjoint 1
```
